**Skewness of nuclear energy loss in a thin random layer**

The program tests the law $\gamma=M_3/(M_2^{3/2}\sqrt{Nx})$, where $\gamma$ is the skewness of the nuclear energy loss, $M_n$ is the integral of $T^n$ over the cross-section for energy transfer $T$, $N$ is the atomic density and $x$ is the thickness. It computes transfers from the classical scattering integral and asserts that this routine reproduces Rutherford scattering for a bare Coulomb force. Complete loss spectra, built by repeated convolution of a very thin slice, are asserted to agree with the law within 0.5% at 1, 4 and 16 nm; the fitted thickness exponent is −0.5000. A random-collision simulation with frozen cross-sections is asserted to agree within 5%. Further assertions show that removing soft collisions changes the skewness at 4 nm by less than 2%, while keeping only soft ones reduces it by more than half. The output gives a skewness of 6.26 at 4 nm, although each ion has 14.7 collisions on average, because the mean number of hard collisions is only 0.025. With slowing, deflection and electronic drag included, the simulated skewness changes by −2.2% at 4 nm and −10.0% at 16 nm.

## Check in Python

```python
"""
Result under test: nuclear energy loss Q in a thin random layer has skewness
    gamma = M3 / (M2**1.5 * sqrt(N*x)) = sqrt(x_s/x),
where M_n = integral of T**n over the collision cross-section, T is the
energy transferred in one collision, N the atomic density, x the thickness
and x_s = M3**2/(N*M2**3). The law assumes independent collisions and a
cross-section frozen at the entrance energy.
Units inside the program: eV, nm. Impact parameter: p. Masses in u.
Collision law: classical scattering in the universal screened potential.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.signal import fftconvolve

# Round model parameters
M1, M2, Z1, Z2 = 75.0, 28.0, 33, 14
DENSITY = 50.0             # atoms per nm^3
E0 = 200e3                 # eV
VALENCE = 4                # free electrons per atom, for straggling bound
THICKNESSES = (1.0, 4.0, 16.0)

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9  # nm
A_SCREEN = ((9 * np.pi**2 / 128)**(1 / 3) * BOHR
            / (Z1**0.23 + Z2**0.23))
TRANSFER = 4 * M1 * M2 / (M1 + M2)**2
T_MAX = TRANSFER * E0
P_MAX = DENSITY**(-1 / 3) / np.sqrt(np.pi)

nodes, weights = np.polynomial.legendre.leggauss(64)
BETA = (nodes + 1) * np.pi / 4
BETA_WEIGHT = weights * np.pi / 4


def universal_screening(r):
    y = r / A_SCREEN
    return (0.18175 * np.exp(-3.19980 * y)
            + 0.50986 * np.exp(-0.94229 * y)
            + 0.28022 * np.exp(-0.40290 * y)
            + 0.02817 * np.exp(-0.20162 * y))


def collision_diameter(energy):
    return Z1 * Z2 * COULOMB / (energy * M2 / (M1 + M2))


def sin2_half_angle(p, energy, screening=universal_screening):
    """sin^2(theta/2) from the classical scattering integral."""
    p, energy = np.broadcast_arrays(np.asarray(p, float),
                                    np.asarray(energy, float))
    b = collision_diameter(energy)
    low, high = p.copy(), p + b
    for _ in range(60):
        middle = (low + high) / 2
        outside = middle**2 - b * middle * screening(middle) - p**2 > 0
        high = np.where(outside, middle, high)
        low = np.where(outside, low, middle)
    r0 = high[..., None]
    u = np.sin(BETA)
    radial = (1 - b[..., None] * screening(r0 / u) * u / r0
              - (p[..., None] * u / r0)**2)
    integral = np.sum(BETA_WEIGHT * np.cos(BETA) / np.sqrt(radial), axis=-1)
    return np.cos(p / high * integral)**2


# Scattering routine against Rutherford scattering for a bare Coulomb force
p_test = np.array([0.001, 0.004, 0.01, 0.03])
rutherford = 1 / (1 + (2 * p_test / collision_diameter(E0))**2)
bare = sin2_half_angle(p_test, E0, lambda r: np.ones_like(r))
assert np.allclose(bare, rutherford, rtol=1e-6)

gl_x, gl_w = np.polynomial.legendre.leggauss(200)


def moments(p_low=0.0, p_high=P_MAX):
    """M0..M3 by Gauss quadrature over impact parameter."""
    a, b = np.sqrt(p_low), np.sqrt(p_high)
    w = (a + b) / 2 + (b - a) / 2 * gl_x
    p = w**2
    area = 2 * np.pi * p * 2 * w * gl_w * (b - a) / 2
    transfer = T_MAX * sin2_half_angle(p, E0)
    return np.array([np.sum(area * transfer**n) for n in range(4)])


def law_skewness(m, x):
    return m[3] / (m[2]**1.5 * np.sqrt(DENSITY * x))


def spectra_by_doubling(p_low=0.0, p_high=P_MAX, step=50.0, size=16384):
    """Loss spectra at 1, 4, 16 nm from repeated joining of equal slices."""
    edges = np.linspace(np.sqrt(p_low), np.sqrt(p_high), 20001)
    p = ((edges[1:] + edges[:-1]) / 2)**2
    ring = np.pi * np.diff(edges**4)
    position = T_MAX * sin2_half_angle(p, E0) / step
    index = np.floor(position).astype(int)
    part = position - index
    chance = DENSITY * ring * THICKNESSES[-1] / 2**18
    single = np.bincount(index, chance * (1 - part), minlength=size)
    single += np.bincount(index + 1, chance * part, minlength=size)
    single[0] += 1 - chance.sum()
    result = {}
    for doubling in range(1, 19):
        single = fftconvolve(single, single)[:size]
        if doubling in (14, 16, 18):
            x = THICKNESSES[-1] / 2**(18 - doubling)
            result[x] = single / single.sum()
    return np.arange(size) * step, result


def spectrum_statistics(loss, probability):
    mean = np.sum(loss * probability)
    variance = np.sum((loss - mean)**2 * probability)
    third = np.sum((loss - mean)**3 * probability)
    return mean, np.sqrt(variance), third / variance**1.5


# Law against complete spectra
M = moments()
x_skew = M[3]**2 / (DENSITY * M[2]**3)
loss_grid, spectra = spectra_by_doubling()
stats = {x: spectrum_statistics(loss_grid, spectra[x]) for x in THICKNESSES}
for x in THICKNESSES:
    assert abs(stats[x][2] / law_skewness(M, x) - 1) < 0.005
    assert abs(stats[x][0] / (DENSITY * x * M[1]) - 1) < 0.005
    assert abs(stats[x][1]**2 / (DENSITY * x * M[2]) - 1) < 0.005
    assert stats[x][2] > 1 / np.sqrt(DENSITY * x * M[0])
exponent = np.polyfit(np.log(THICKNESSES),
                      np.log([stats[x][2] for x in THICKNESSES]), 1)[0]
assert abs(exponent + 0.5) < 0.003

X = 4.0
cumulative = np.cumsum(spectra[X])
median = loss_grid[np.searchsorted(cumulative, 0.5)]
below_mean = spectra[X][loss_grid < stats[X][0]].sum()
assert median < stats[X][0] and below_mean > 0.5


# Causal tests: hard collisions and soft collisions separately
def impact_for_fraction(fraction):
    return brentq(lambda p: float(sin2_half_angle(p, E0)) - fraction,
                  1e-7, P_MAX)


p_hard = impact_for_fraction(0.25)
hard = moments(0.0, p_hard)
hard_number = DENSITY * X * np.pi * p_hard**2
shares = hard / M
assert shares[2] > 0.75 and shares[3] > 0.9
hard_product = law_skewness(M, X) * np.sqrt(hard_number)
assert 0.8 < hard_product < 1.2

p_soft = impact_for_fraction(0.01)
grid_h, without_soft = spectra_by_doubling(0.0, p_soft)
grid_s, only_soft = spectra_by_doubling(p_soft, P_MAX, step=5.0)
gamma_without_soft = spectrum_statistics(grid_h, without_soft[X])[2]
gamma_only_soft = spectrum_statistics(grid_s, only_soft[X])[2]
soft_fraction = 1 - (p_soft / P_MAX)**2
assert abs(gamma_without_soft / stats[X][2] - 1) < 0.02
assert gamma_only_soft < 0.5 * stats[X][2]

# Power-law cross-sections: skewness times root of hard-collision number
power_products = []
for m in (0.5, 1.0):
    second = quad(lambda t: t**(1 - m), 0, 1)[0]
    third = quad(lambda t: t**(2 - m), 0, 1)[0]
    number = quad(lambda t: t**(-1 - m), 0.25, 1)[0]
    numeric = third / second**1.5 * np.sqrt(number)
    closed = (2 - m)**1.5 / (3 - m) * np.sqrt((4**m - 1) / m)
    assert abs(numeric / closed - 1) < 1e-6
    power_products.append(closed)

# Distant collisions omitted from the simulation do not affect skewness
P_SIM = 0.10
near = moments(0.0, P_SIM)
assert abs(law_skewness(near, X) / law_skewness(M, X) - 1) < 1e-3

# Electronic stopping by the Lindhard-Scharff formula, in eV/nm
V0 = const.alpha * const.c
speed = np.sqrt(2 * E0 * const.e / (M1 * const.atomic_mass))
electronic = (DENSITY * 8 * np.pi * COULOMB * BOHR * Z1**(7 / 6) * Z2
              / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * speed / V0)
k_fermi = (3 * np.pi**2 * VALENCE * DENSITY * 1e27)**(1 / 3)
v_fermi = const.hbar * k_fermi / const.m_e
electron_transfer = 2 * const.m_e * speed * (speed + v_fermi) / const.e
electronic_variance_bound = electronic * electron_transfer
straggling_ratio = electronic_variance_bound / (DENSITY * M[2])

# Fixed collision number instead of a Poisson number
mean_n = M / M[0]
count = DENSITY * X * M[0]
fixed_variance = mean_n[2] - mean_n[1]**2
fixed_third = mean_n[3] - 3 * mean_n[1] * mean_n[2] + 2 * mean_n[1]**3
gamma_fixed = fixed_third / fixed_variance**1.5 / np.sqrt(count)

# Scattering table for ions that slow down and change direction
E_FLOOR = 2e3
log_energy = np.linspace(np.log(E_FLOOR), np.log(E0), 40)
p_grid = np.linspace(0, P_SIM, 501)
table = sin2_half_angle(p_grid[None, :], np.exp(log_energy)[:, None])


def table_lookup(p, energy):
    e = ((np.log(np.maximum(energy, E_FLOOR)) - log_energy[0])
         / (log_energy[1] - log_energy[0]))
    e = np.clip(e, 0, len(log_energy) - 1.000001)
    q = np.clip(p / p_grid[1], 0, len(p_grid) - 1.000001)
    i, j = e.astype(int), q.astype(int)
    e, q = e - i, q - j
    return ((1 - e) * ((1 - q) * table[i, j] + q * table[i, j + 1])
            + e * ((1 - q) * table[i + 1, j] + q * table[i + 1, j + 1]))


def simulate(thickness, ions, rng):
    """Frozen straight flight and full transport with the same draws."""
    rate = DENSITY * np.pi * P_SIM**2
    frozen_depth, frozen_loss = np.zeros(ions), np.zeros(ions)
    depth, cosine = np.zeros(ions), np.ones(ions)
    energy = np.full(ions, E0)
    ratio = M1 / M2
    while True:
        inside = (depth >= 0) & (depth < thickness) & (energy > E_FLOOR)
        if not (inside.any() or (frozen_depth < thickness).any()):
            break
        flight = rng.exponential(1 / rate, ions)
        p = P_SIM * np.sqrt(rng.random(ions))
        azimuth = 2 * np.pi * rng.random(ions)
        frozen_depth += flight
        frozen_loss += np.where(frozen_depth < thickness,
                                T_MAX * np.interp(p, p_grid, table[-1]), 0)
        new_depth = depth + flight * cosine
        path = flight.copy()
        leaving = inside & (new_depth >= thickness)
        path[leaving] = ((thickness - depth[leaving]) / cosine[leaving])
        drag = electronic * np.sqrt(np.maximum(energy, 0) / E0) * path
        energy = np.where(inside, energy - drag, energy)
        depth = np.where(inside, new_depth, depth)
        hit = (inside & (depth >= 0) & (depth < thickness)
               & (energy > E_FLOOR))
        s = table_lookup(p, energy)
        cm_cosine = 1 - 2 * s
        lab = ((ratio + cm_cosine)
               / np.sqrt(1 + 2 * ratio * cm_cosine + ratio**2))
        turn = np.sqrt(np.maximum(1 - lab**2, 0))
        side = np.sqrt(np.maximum(1 - cosine**2, 0))
        new_cosine = cosine * lab + side * turn * np.cos(azimuth)
        cosine = np.where(hit, np.clip(new_cosine, -1, 1), cosine)
        energy = np.where(hit, energy * (1 - TRANSFER * s), energy)
    transmitted = depth >= thickness
    return frozen_loss, E0 - energy[transmitted], transmitted.mean()


def sample_skewness(values):
    d = values - values.mean()
    return np.mean(d**3) / np.mean(d**2)**1.5


rng = np.random.default_rng(20)
simulation = {}
for x in (4.0, 16.0):
    frozen, full, fraction = simulate(x, 200000, rng)
    batches = [sample_skewness(part) for part in np.array_split(frozen, 20)]
    error = np.std(batches, ddof=1) / np.sqrt(20)
    simulation[x] = (sample_skewness(frozen), error,
                     sample_skewness(full), full.mean(), fraction)
    # Tolerance covers sampling noise from the rare hard collisions
    assert abs(simulation[x][0] / law_skewness(M, x) - 1) < 0.05
assert abs(simulation[X][2] / simulation[X][0] - 1) < 0.15

print(f"Ion mass, target mass: {M1:.0f}, {M2:.0f} u")
print(f"Ion and target atomic numbers: {Z1}, {Z2}")
print(f"Atomic density: {DENSITY:.0f} nm^-3")
print(f"Entrance energy: {E0/1e3:.0f} keV")
print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.5f} eV nm")
print(f"Screening length: {A_SCREEN:.5f} nm")
print(f"Largest transfer T_m: {T_MAX/1e3:.2f} keV")
print(f"Largest impact parameter: {P_MAX:.4f} nm")
print(f"M0: {M[0]:.5f} nm^2")
print(f"M1: {M[1]:.3f} eV nm^2")
print(f"M2: {M[2]:.4e} eV^2 nm^2")
print(f"M3: {M[3]:.4e} eV^3 nm^2")
print(f"Skewness length x_s: {x_skew:.2f} nm")
for x in THICKNESSES:
    print(f"{x:.0f} nm: skewness law, spectrum: "
          f"{law_skewness(M, x):.3f}, {stats[x][2]:.3f}")
print(f"Fitted thickness exponent from spectra: {exponent:.4f}")
print(f"4 nm mean nuclear loss: {stats[X][0]/1e3:.3f} keV")
print(f"4 nm median nuclear loss: {median/1e3:.2f} keV")
print(f"4 nm standard deviation: {stats[X][1]/1e3:.3f} keV")
print(f"4 nm ions losing less than mean: {100*below_mean:.1f} %")
print(f"4 nm mean number of all collisions: {count:.2f}")
print(f"4 nm equal-transfer skewness: {1/np.sqrt(count):.3f}")
print(f"4 nm effective collision number: {1/law_skewness(M, X)**2:.5f}")
print(f"Hard threshold T_m/4: {T_MAX/4e3:.2f} keV")
print(f"Hard-collision impact parameter: {p_hard:.5f} nm")
print(f"4 nm mean number of hard collisions: {hard_number:.5f}")
print(f"4 nm chance of a hard collision: {-100*np.expm1(-hard_number):.2f} %")
print(f"Hard share of mean loss: {100*shares[1]:.1f} %")
print(f"Hard share of variance: {100*shares[2]:.1f} %")
print(f"Hard share of third cumulant: {100*shares[3]:.1f} %")
print(f"Skewness times root hard number: {hard_product:.3f}")
print(f"Same product, power m=1/2 and m=1: "
      f"{power_products[0]:.3f}, {power_products[1]:.3f}")
print(f"Soft threshold T_m/100: {T_MAX/1e5:.3f} keV")
print(f"Soft fraction of collisions: {100*soft_fraction:.2f} %")
print(f"4 nm skewness without soft collisions: {gamma_without_soft:.3f}")
print(f"4 nm skewness with only soft collisions: {gamma_only_soft:.3f}")
for x in (4.0, 16.0):
    g, error, g_full, mean_full, fraction = simulation[x]
    print(f"{x:.0f} nm simulated frozen skewness: {g:.3f} +/- {error:.3f}")
    print(f"{x:.0f} nm full-transport skewness: {g_full:.3f}")
    print(f"{x:.0f} nm full change of skewness: {100*(g_full/g-1):.1f} %")
    print(f"{x:.0f} nm full mean total loss: {mean_full/1e3:.2f} keV")
    print(f"{x:.0f} nm transmitted fraction: {100*fraction:.3f} %")
print(f"Largest single deflection: {np.degrees(np.arcsin(M2/M1)):.1f} deg")
print(f"Electronic stopping: {electronic:.1f} eV/nm")
print(f"Largest free-electron transfer: {electron_transfer:.1f} eV")
print(f"Electronic/nuclear variance bound: {straggling_ratio:.2e}")
print(f"Fixed-number change of skewness: "
      f"{100*(gamma_fixed/law_skewness(M, X)-1):.2f} %")
print("every check passed")
```

Output:

```
Ion mass, target mass: 75, 28 u
Ion and target atomic numbers: 33, 14
Atomic density: 50 nm^-3
Entrance energy: 200 keV
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
Screening length: 0.01151 nm
Largest transfer T_m: 158.36 keV
Largest impact parameter: 0.1531 nm
M0: 0.07368 nm^2
M1: 22.118 eV nm^2
M2: 1.0157e+06 eV^2 nm^2
M3: 9.0643e+10 eV^3 nm^2
Skewness length x_s: 156.80 nm
1 nm: skewness law, spectrum: 12.522, 12.522
4 nm: skewness law, spectrum: 6.261, 6.261
16 nm: skewness law, spectrum: 3.130, 3.130
Fitted thickness exponent from spectra: -0.5000
4 nm mean nuclear loss: 4.424 keV
4 nm median nuclear loss: 0.45 keV
4 nm standard deviation: 14.253 keV
4 nm ions losing less than mean: 83.7 %
4 nm mean number of all collisions: 14.74
4 nm equal-transfer skewness: 0.261
4 nm effective collision number: 0.02551
Hard threshold T_m/4: 39.59 keV
Hard-collision impact parameter: 0.00632 nm
4 nm mean number of hard collisions: 0.02513
4 nm chance of a hard collision: 2.48 %
Hard share of mean loss: 43.2 %
Hard share of variance: 83.8 %
Hard share of third cumulant: 95.8 %
Skewness times root hard number: 0.993
Same product, power m=1/2 and m=1: 1.039, 0.866
Soft threshold T_m/100: 1.584 keV
Soft fraction of collisions: 97.97 %
4 nm skewness without soft collisions: 6.273
4 nm skewness with only soft collisions: 1.902
4 nm simulated frozen skewness: 6.250 +/- 0.051
4 nm full-transport skewness: 6.112
4 nm full change of skewness: -2.2 %
4 nm full mean total loss: 6.07 keV
4 nm transmitted fraction: 100.000 %
16 nm simulated frozen skewness: 3.160 +/- 0.015
16 nm full-transport skewness: 2.845
16 nm full change of skewness: -10.0 %
16 nm full mean total loss: 24.23 keV
16 nm transmitted fraction: 99.970 %
Largest single deflection: 21.9 deg
Electronic stopping: 402.3 eV/nm
Largest free-electron transfer: 22.9 eV
Electronic/nuclear variance bound: 1.82e-04
Fixed-number change of skewness: -0.03 %
every check passed
```
